# Why nodeless pseudo-orbitals exaggerate exchange integrals and multiplet splittings

Suppose a calculation must order the terms of an open-shell atom, or high-spin and low-spin states of a compound, and the heavy element is to carry a relativistic pseudopotential. One must decide whether a large core with nodeless valence orbitals will do, or whether outer core shells must be kept or all-electron orbitals reconstructed. The answer depends on Slater integrals, which change when the inner part of a valence orbital is smoothed. For antimony, in the frozen-orbital model and smoothing construction used below, with cutoffs near the outermost maxima of the orbitals, $F^2$ and $G^1$ rise by a few per cent: 0.04 to 0.07 eV in the splittings of $5p^3$, and more where $s$–$p$ exchange enters several times.

The overestimate is not a property of all Coulomb integrals. In this example it appears in the higher multipoles, $k\ge1$, and, with each cutoff at the orbital's outermost maximum, is several times larger for an orbital with radial nodes than for a nodeless one; sufficient conditions for its sign are derived below for $F^2$, while for $G^1$ the sign is only a computed result. At these cutoffs the monopole integral $F^0$ of $5p$ falls slightly.

## Which integrals set the splittings

Write a real orbital as $P(r)/r$ times an angular function, with $\int_0^\infty P^2dr=1$. Hartree atomic units are used. For a radial density $\rho$, define the multipole potential

$$v_k(r)=r^{-k-1}\int_0^r s^k\rho(s)\,ds+r^k\int_r^\infty s^{-k-1}\rho(s)\,ds .$$

With $\rho=P^2$ the Slater integral is $F^k=\int\rho v_k\,dr$. With $\rho$ replaced by the product $\tau=P_sP_p$, the same expression gives $G^k$.

The angular factors follow from the multipole expansion of $1/r_{12}$. If two angular distributions $g$ and $h$ are both pure multipoles of order $k$, their factor is $\frac{4\pi}{2k+1}\int gh\,d\Omega$. Let $n_x,n_y,n_z$ be the components of the unit vector.

- For $p_xp_y$, $g=\frac{3}{4\pi}n_xn_y$ is pure $k=2$. Since the angular average of $n_x^2n_y^2$ is $1/15$, $\int g^2d\Omega=\frac{3}{20\pi}$, and the exchange integral is $K_{pp}=\frac{4\pi}{5}\frac{3}{20\pi}F^2=\frac{3}{25}F^2$.
- For $sp_x$, $g=\frac{\sqrt3}{4\pi}n_x$ is pure $k=1$, $\int g^2d\Omega=\frac1{4\pi}$, and $K_{sp}=\frac13G^1$.
- For $p_x^2$, $g=\frac1{4\pi}+h_x$ with $h_x=\frac3{4\pi}(n_x^2-\frac13)$. The constant gives $F^0$. With the average of $n_x^4$ equal to $1/5$, $\int h_x^2d\Omega=\frac1{5\pi}$ and $\int h_xh_y\,d\Omega=-\frac1{10\pi}$. Hence $J_{xx}=F^0+\frac4{25}F^2$ and $J_{xy}=F^0-\frac2{25}F^2$.

In $p^3$, the $^4S$ term has one electron in each $p$ orbital, all spins parallel:

$$E(^4S)=3J_{xy}-3K_{pp}=3F^0-\tfrac{15}{25}F^2 .$$

For the doublets take $x^2y$ and $z^2y$. Each has energy $J_{xx}+2J_{xy}-K_{pp}=3F^0-\frac3{25}F^2$. They are coupled by the transfer of an opposite-spin pair, with matrix element $K_{pp}=\frac3{25}F^2$. The sum $(x^2+z^2)y$ transforms as a vector, because the missing $y^3$ is forbidden by the Pauli principle; it belongs to $^2P$ and has energy $3F^0$. The difference belongs to $^2D$ and has energy $3F^0-\frac6{25}F^2$. Therefore

$$E(^2D)-E(^4S)=\tfrac9{25}F^2,\qquad E(^2P)-E(^4S)=\tfrac{15}{25}F^2 .$$

These relations hold for one configuration with common orbitals, without spin-orbit coupling. A spherical, spin-independent one-body potential adds the same energy to all three terms. At fixed orbitals, no adjustment of such a pseudopotential can repair an error in $F^2$.

## Why smoothing raises the higher multipoles

An all-electron $5p$ orbital must be orthogonal to $2p$, $3p$ and $4p$. The resulting nodes come with inner lobes, which carry a little charge close to the nucleus. A large-core pseudopotential has no lower $p$ state, so its $5p$ function is the lowest of its symmetry and has no node.

Let the pseudo-orbital equal the all-electron orbital beyond a cutoff $r_c$ and have the same norm inside it. Denote pseudo minus all-electron quantities by $\Delta$, and let $\Delta Q(r)=\int_0^r\Delta\rho\,ds$. The Coulomb form is symmetric in its two densities, so the cross terms cancel in

$$\Delta F^k=\int_0^\infty\Delta\rho\,\bar v_k\,dr,\qquad \bar v_k=v_k^{\rm PS}+v_k^{\rm AE}.$$

Now $\Delta\rho=d\Delta Q/dr$, while $\Delta Q$ vanishes at the origin and from $r_c$ outward. Integration by parts leaves no boundary term:

$$\Delta F^k=-\int_0^{r_c}\Delta Q(r)\,\frac{d\bar v_k}{dr}\,dr .$$

The slope of each potential is

$$\frac{dv_k}{dr}=-(k+1)r^{-k-2}\int_0^r s^k\rho\,ds+k\,r^{k-1}\int_r^\infty s^{-k-1}\rho\,ds ,$$

since the terms from differentiating the integration limits are $+\rho/r$ and $-\rho/r$.

For $k=0$ the second term is absent and the slope is never positive. If the pseudo-orbital has moved charge outward, so that $\Delta Q\le0$ throughout, $F^0$ cannot rise. This is the familiar fact that spreading charge lowers its monopole repulsion.

For $k=2$ and a $p$ orbital, the second term dominates near the nucleus and $v_2$ grows as $r^2$. Charge near the nucleus has almost no quadrupole moment, and the quadrupole potential it feels is weak. Moving it outward makes it count. If $\Delta Q\le0$ and $\bar v_2$ rises all the way to $r_c$, then $F^2$ cannot fall. These conditions are sufficient, not necessary; when they are not met, the integral must be evaluated.

## How large the effect is in antimony

The reference is the $5s^25p^3$ $^4S$ atom in restricted open-shell Hartree–Fock theory. It uses the spin-free one-electron exact two-component (X2C) Hamiltonian, a point nucleus and 127 uncontracted Gaussian functions. The Coulomb interaction is not transformed. Correlation, spin-orbit coupling and separate orbital relaxation of each term are left out.

Inside $r_c$ each valence orbital is replaced by Kerker's form,

$$P(r)=r^{l+1}\exp(c_0+c_2r^2+c_3r^3+c_4r^4).$$

Value, first and second derivatives are matched at $r_c$, and the inner norm is preserved. With $x=r/r_c$, the freedom left after matching adds a multiple of $(1-x)^3(1+3x)$ to the exponent: this quartic has a triple zero at $x=1$ and no linear term. It is positive for $0\le x<1$, so the inner norm grows steadily with its coefficient, and the norm condition selects one function. The cutoffs are the outermost maxima, 1.94 bohr for $5s$ and 2.35 bohr for $5p$. All radial integrals are evaluated on a grid.

The last $5p$ node lies at 1.05 bohr, and the charge inside it is $q=0.0306$ electron. Deleting this charge without renormalizing would lower $F^0$ by 7.6% but $F^2$ by only 1.6%. If, as a rough estimate rather than a bound, all of it were put into the outer lobe without changing that lobe's shape, the density there would be multiplied by $1/(1-q)$. The integrals would change by the factors

$$\frac{1-0.0763}{(1-0.0306)^2}=0.983\quad(F^0),\qquad \frac{1-0.0157}{(1-0.0306)^2}=1.047\quad(F^2).$$

The actual pseudo-orbital does less than this. For $F^2$ the fixed outer tail is not the reason: if the lobe's charge were added only between the node and $r_c$, by scaling up the density there, $F^2$ would rise by 5.8%. The smaller rise comes from the redistribution inside $r_c$, which also places charge around the old node. The pseudo-orbital has 0.026 electron less than the all-electron orbital within 0.90 bohr. The integrals, in hartree, are:

| Integral | All-electron | Pseudo | Change |
|---|---:|---:|---:|
| $F^0(5p,5p)$ | 0.3145 | 0.3138 | −0.2% |
| $F^2(5p,5p)$ | 0.1671 | 0.1712 | +2.5% |
| $G^1(5s,5p)$ | 0.2239 | 0.2319 | +3.6% |

A denser Gaussian basis changes the all-electron integrals by about $2\times10^{-5}$ hartree. It moves the $5p$ maximum to 2.36 bohr, the change in $F^2$ from 2.47% to 2.43% and the largest positive $\Delta Q$ from 0.0006 to 0.0008 electron, so percentages quoted here and below are uncertain by up to one unit in the last digit.

The two sufficient conditions are narrowly missed at this cutoff: $\Delta Q$ becomes slightly positive, by at most 0.0006 electron, and $\bar v_2$ has a shallow dip near 0.08 bohr, which changes $\Delta F^2$ by less than $10^{-6}$ hartree. The displacement integral nevertheless gives $\Delta F^2=+0.0041$ hartree. The highest maximum of $\bar v_2$ is at 2.23 bohr, just inside $r_c$, and the region beyond it contributes about $10^{-9}$ hartree.

The $^2D$–$^4S$ splitting rises from $\frac9{25}(0.16708)=0.0601$ to $\frac9{25}(0.17120)=0.0616$ hartree, or from 1.637 to 1.677 eV. The $^2P$–$^4S$ splitting rises from 2.728 to 2.795 eV. Both are 2.5% too large relative to the all-electron values of the same model.

## Exchange between $s$ and $p$

Norm conservation fixes the inner charge of each orbital, but not the integral of their product. The same symmetry argument gives $\Delta G^1=\int\Delta\tau\,\bar v_1dr$, with $\bar v_1$ built from the two products, but no general sign follows.

One might blame the increase on lost cancellation, since $5s$ and $5p$ have opposite signs between their unequal nodes. Here that is a minor matter. The outer nodes nearly coincide, at 0.95 and 1.05 bohr, and the negative part of $\tau$ integrates to only $-0.0003$.

The total $\int\tau\,dr$ rises from 0.9508 to 0.9549. Because $G^1$ is quadratic in $\tau$, a uniform rescaling would raise it by $(0.9549/0.9508)^2-1\approx0.9\%$. The remaining factor, $1.036/1.009\approx1.027$, comes from the changed radial shape of the product.

This error can add up. In the $5s5p^3$ configuration of Sb$^+$ with the three $p$ spins parallel, the spin-dependent exchange is $-K_{sp}(\frac32+2\,\mathbf s\cdot\mathbf S_p)$. For total spin 2 and 1, $\mathbf s\cdot\mathbf S_p$ is $\frac34$ and $-\frac54$, so the $^5S$–$^3S$ splitting is $4K_{sp}$. With the neutral atom's orbitals kept frozen, $K_{sp}$ is 0.0746 hartree all-electron and 0.0773 hartree pseudo. The excess splitting is $4\times0.00267=0.0107$ hartree, about 0.29 eV.

## Nodes, smoothing and the cutoff

An orbital without nodes has no inner lobe to lose, but smoothing can still move some charge. Applied to antimony's nodeless $2p$ orbital at its own maximum, the same construction displaces at most 0.003 electron outward and raises $F^2$ by 0.4%. With the cutoff at its own outermost maximum, the $5p$ error is more than five times larger; this ratio depends on the cutoffs. The two orbitals also differ in shape, so the comparison links the larger error to the presence of inner lobes but does not isolate their contribution.

The next table scales both cutoffs together; the listed radius is that of $5p$.

| $r_c$ (bohr) | $\Delta F^0$ | $\Delta F^2$ | $\Delta G^1$ | Largest $\Delta Q$ (electron) |
|---:|---:|---:|---:|---:|
| 1.89 | −0.21% | +2.4% | +3.3% | 0.000 |
| 2.12 | −0.22% | +2.6% | +3.6% | 0.000 |
| 2.35 | −0.20% | +2.5% | +3.6% | 0.001 |
| 2.59 | −0.14% | +2.0% | +3.4% | 0.004 |
| 2.82 | −0.04% | +1.4% | +3.0% | 0.009 |

Reducing the cutoff to 1.89 bohr hardly changes the error. The missing lobe alone does not fix its size or sign, however. With both cutoffs at 0.6 times the outermost maxima, 1.41 bohr for $5p$, the last node is still removed, yet $F^2$ changes by less than 0.1% and $G^1$ falls by about 1.2%. The error must therefore be evaluated for the cutoff actually used. The smaller errors at large cutoffs do not by themselves show a better orbital, since the orbital is altered over a wider region and $\Delta Q$ acquires a growing positive part. By the displacement formula that part contributes positively to $\Delta F^0$, partly cancelling the negative contribution of the region where $\Delta Q<0$. Its contribution to $\Delta F^2$ is negative where $\bar v_2$ rises and positive beyond the maximum of $\bar v_2$. Between 2.35 and 2.82 bohr the error in $F^2$ falls by 1.1 percentage points. About half of this fall comes from the growing negative contribution where $\Delta Q>0$, and the other half from a smaller positive contribution where $\Delta Q<0$.

## What to do

For energies dominated by one term, or differences in which the open-shell coupling hardly changes, a large core may suffice. For multiplets and spin-state energies, compare $F^k$ and $G^k$ from the pseudo-orbitals with all-electron atomic values at the same level of theory, and multiply the differences by the angular coefficients of the states concerned. This estimates the orbital-shape error before the larger calculation is begun. For antimony, self-consistent Hartree–Fock orbitals from two published pseudopotentials with 46-electron cores, LANL2DZ and Stuttgart, give, in a large uncontracted basis, $F^2$ larger than the all-electron value above by 2.4% and 3.8%, and $G^1$ larger by about 3.5% and 2.5%. With the basis sets published for these potentials the excesses are somewhat larger: 2.7% and 4.2% for $F^2$, 3.6% and 2.8% for $G^1$. The smoothing construction used here thus gives the right sign and approximate size, but not the exact error of a particular pseudopotential.

If the estimate matters, two remedies address its cause. A smaller core that keeps the $4p$ shell explicit forces the $5p$ pseudo-orbital to be orthogonal to it, which restores the outermost node and the lobe inside it; nodes due to deeper shells remain absent. With the 28-electron-core pseudopotential of the def2 basis sets, the antimony $5p$ orbital has its node at 1.05 bohr with 0.030 electron inside it, and $F^2$ and $G^1$ exceed the all-electron values by only about 0.3% and 0.4%. Alternatively, all-electron orbitals can be reconstructed near the nucleus, as in the projector augmented-wave method, and used for the one-centre exchange integrals. Refitting a spin-independent one-body potential to term energies can change the splittings within this model only by distorting the orbitals, so agreement obtained that way should not be expected to carry over to other properties.
